# Steady diffusion-limited current at an inlaid disk microelectrode

## 1. Scaling fixes the radius law

A disk of radius $a$ lies flush in a wide insulating plane and faces a deep, still electrolyte. A dissolved species with constant diffusion coefficient $D$ and bulk concentration $c_b$ reacts on the disk, each particle taking up $n$ electrons. The reaction is so fast that the concentration at the disk is zero. An excess of unreactive electrolyte suppresses migration, and the electrical double layer is much thinner than $a$.

In the steady state the radius is the only length in the problem. Measure lengths in units of $a$ and concentration in units of $c_b$:

$$
\mathbf r=a\mathbf R,\qquad c(\mathbf r)=c_b\,\mathcal C(\mathbf R).
$$

The equation $\nabla^2c=0$ and its boundary conditions then contain no parameters. A concentration gradient has the scale $c_b/a$ and a surface element the scale $a^2$. The current magnitude is therefore

$$
I=nF\,D\,\frac{c_b}{a}\,a^2\,G=nFDc_b a\,G, \tag{1}
$$

where $F$ is the Faraday constant and $G$ is a pure number. The area grows as $a^2$, but the gradient weakens as $1/a$, and one power of $a$ survives. In terms of the area $A=\pi a^2$, the current grows as $\sqrt A$.

The argument fails if a second length enters. A diffusion length $\sqrt{Dt}$ or an imposed layer thickness $\delta$ makes $G$ a function of $Dt/a^2$ or $\delta/a$. Sections 4 and 5 show how area scaling then returns.

## 2. The boundary-value problem and its solution

Let $z$ point from the plane into the solution and let $r$ be the distance from the axis. The conditions are

$$
c=0\ (z=0,\ r<a),\qquad
\frac{\partial c}{\partial z}=0\ (z=0,\ r>a),\qquad
c\to c_b\ \text{far away}.
$$

We require $\int|\nabla c|^2dV$ to be finite, which excludes an artificial source concentrated at the rim. Two such solutions have a difference $w$ with $\nabla^2w=0$, so the divergence theorem gives

$$
\int|\nabla w|^2dV=\oint w\,\nabla w\cdot d\mathbf S=0.
$$

The surface term vanishes on the disk because $w=0$ and on the insulator because the normal derivative is zero. Far away $w$ falls as $1/R$ and its gradient as $1/R^2$, while the area grows as $R^2$, so that contribution also vanishes. Hence $w$ is constant, and its value on the disk makes it zero. The solution is unique.

Coordinates that fit both parts of the plane are

$$
r=a\sqrt{(1+s^2)(1-u^2)},\qquad z=asu,\qquad s\ge0,\quad 0\le u\le1. \tag{2}
$$

At $s=0$ we have $z=0$ and $r=a\sqrt{1-u^2}\le a$, which is the disk. At $u=0$ we have $z=0$ and $r=a\sqrt{1+s^2}\ge a$, which is the insulator. Since $r^2+z^2=a^2(1+s^2-u^2)$, large $s$ means large distance.

The derivatives of the position are

$$
\begin{aligned}
r_s&=as\sqrt{\frac{1-u^2}{1+s^2}}, & z_s&=au,\\
r_u&=-au\sqrt{\frac{1+s^2}{1-u^2}}, & z_u&=as.
\end{aligned}
$$

The coordinates are orthogonal because $r_sr_u+z_sz_u=-a^2su+a^2su=0$. The squared scale factors are

$$
\begin{aligned}
h_s^2&=a^2\left[\frac{s^2(1-u^2)}{1+s^2}+u^2\right]=a^2\frac{s^2+u^2}{1+s^2},\\
h_u^2&=a^2\left[\frac{u^2(1+s^2)}{1-u^2}+s^2\right]=a^2\frac{s^2+u^2}{1-u^2},
\end{aligned}
$$

and the azimuthal scale factor is $r$. For an axisymmetric field, Laplace's equation in orthogonal coordinates reads

$$
\frac{\partial}{\partial s}\left(\frac{h_ur}{h_s}\frac{\partial c}{\partial s}\right)
+\frac{\partial}{\partial u}\left(\frac{h_sr}{h_u}\frac{\partial c}{\partial u}\right)=0.
$$

Here $h_ur/h_s=a(1+s^2)$ and $h_sr/h_u=a(1-u^2)$. Dividing by $a$ gives

$$
\frac{\partial}{\partial s}\left[(1+s^2)\frac{\partial c}{\partial s}\right]
+\frac{\partial}{\partial u}\left[(1-u^2)\frac{\partial c}{\partial u}\right]=0.
$$

Try a function of $s$ alone. It has no derivative along $u$, which is the normal direction on the insulator, so the no-flux condition holds. The remaining equation integrates twice:

$$
(1+s^2)\frac{dc}{ds}=K,\qquad c=K\arctan s+B.
$$

The disk condition gives $B=0$. The bulk condition $K\pi/2=c_b$ gives $K=2c_b/\pi$. The integral $\int|\nabla c|^2dV=2\pi aK^2\int_0^\infty ds/(1+s^2)=\pi^2aK^2$ is finite, as required. Thus

$$
c=\frac{2c_b}{\pi}\arctan s. \tag{3}
$$

## 3. From concentration to current

On the disk, increasing $s$ points along $+z$, and $h_s=au$. Therefore

$$
\left.\frac{\partial c}{\partial z}\right|_{z=0}
=\frac1{au}\left.\frac{dc}{ds}\right|_{s=0}
=\frac{2c_b}{\pi au},\qquad u=\sqrt{1-\frac{r^2}{a^2}}.
$$

The flux along $+z$ is $-D\,\partial c/\partial z$. Its negative, the flux into the disk, is

$$
N(r)=\frac{2Dc_b}{\pi\sqrt{a^2-r^2}}. \tag{4}
$$

The current collected inside radius $r$ is

$$
I(<r)=nF\int_0^r2\pi r'N(r')\,dr'
=4nFDc_b\int_0^r\frac{r'\,dr'}{\sqrt{a^2-r'^2}}
=4nFDc_b\left(a-\sqrt{a^2-r^2}\right).
$$

Setting $r=a$ gives the result, with $G=4$:

$$
I=4nFDc_b a. \tag{5}
$$

The mean current density is $I/(\pi a^2)=4nFDc_b/(\pi a)$. From equation (4), the density at the centre is half this value. The density diverges at the rim, but its integral is finite. Half the current lies inside the radius where $\sqrt{1-r^2/a^2}=1/2$, that is $r=\sqrt3\,a/2$. The other half enters through the outer quarter of the area. In a real cell, finite reaction speed limits the density at the rim.

A finite-volume solution in ordinary cylindrical coordinates, which makes no use of equation (3), gives $G=3.992$, or 0.2% below 4.

## 4. Two time regimes

Shortly after the potential step, $\sqrt{Dt}\ll a$ and most of the disk behaves as a plane. The planar profile is $c=c_b\,\mathrm{erf}[z/(2\sqrt{Dt})]$, whose surface gradient is $c_b/\sqrt{\pi Dt}$. Hence

$$
I(t)\simeq nFc_b\,\pi a^2\sqrt{\frac{D}{\pi t}}. \tag{6}
$$

This current scales with area. At $Dt/a^2=10^{-4}$ the numerical current is about 1.02 times the planar value.

At late time, seen from far away, the disk is a point sink of particle rate $Q$ on an insulating plane. The plane doubles the free-space diffusion kernel. The concentration deficit at distance $R$ is

$$
\Delta c=Q\int_0^t\frac{2e^{-R^2/(4D\tau)}}{(4\pi D\tau)^{3/2}}\,d\tau.
$$

Put $\eta=R/(2\sqrt{D\tau})$. Then $4D\tau=R^2/\eta^2$ and $d\tau=-R^2d\eta/(2D\eta^3)$, so

$$
\Delta c=\frac{Q}{\pi^{3/2}DR}\int_{R/(2\sqrt{Dt})}^{\infty}e^{-\eta^2}d\eta
=\frac{Q}{2\pi DR}\,\mathrm{erfc}\frac{R}{2\sqrt{Dt}}.
$$

For $R\ll\sqrt{Dt}$, use $\mathrm{erfc}\,x\simeq1-2x/\sqrt\pi$:

$$
\Delta c\simeq\frac{Q}{2\pi D}\left(\frac1R-\frac1{\sqrt{\pi Dt}}\right).
$$

The first term is the steady far field. The second is uniform near the disk and means that depletion is still incomplete. It raises the effective bulk concentration by $Q/(2\pi D\sqrt{\pi Dt})$. To leading order $Q=4Dc_ba$, so

$$
\frac{I(t)}{I}\simeq1+\frac{2a}{\pi^{3/2}\sqrt{Dt}}. \tag{7}
$$

The slow $t^{-1/2}$ decay matters in practice: halving the remaining excess takes four times as long.

## 5. An imposed diffusion layer

Suppose stirring or another agent holds $c=c_b$ on a flat plane at $z=\delta$. For $a\ll\delta$, a sink $Q$ on the insulator acts like a sink $2Q$ in full space. Image sinks at $z=2k\delta$ with signs $(-1)^k$ make the deficit vanish at $z=\delta$ and keep the insulator free of flux. Their contribution to the deficit near the disk is

$$
\frac{Q}{2\pi D}\,2\sum_{k=1}^{\infty}\frac{(-1)^k}{2k\delta}
=-\frac{Q\ln2}{2\pi D\delta}.
$$

Without images, equation (5) says that the disk's own deficit is $Q/(4Da)$. The total deficit on the disk must equal $c_b$:

$$
c_b=\frac{Q}{4Da}-\frac{Q\ln2}{2\pi D\delta}.
$$

Solving for $Q$ and dividing by the unbounded result gives

$$
\frac{I_\delta}{I}\simeq\frac1{1-(2\ln2/\pi)\,a/\delta}. \tag{8}
$$

At $\delta=10a$ this formula gives 1.0462, and the numerical solution gives 1.0461.

In the opposite limit, $a\gg\delta$, the gradient over most of the disk is $c_b/\delta$, and

$$
I_\delta\simeq nFD\frac{c_b}{\delta}\pi a^2. \tag{9}
$$

The change of law can be seen by doubling $a$ at fixed $\delta$, $D$ and $c_b$ and computing the exponent $\ln(I_2/I_1)/\ln2$. From $a=\delta/80$ to $\delta/40$ it is 1.008. From $a=20\delta$ to $40\delta$ it is 1.969. The radius law therefore belongs to disks much smaller than the surrounding diffusion layer.

## 6. How much supporting electrolyte is enough

Consider Cu$^{2+}$ at concentration $c$ in an acid of concentration $C$, modelled as fully separated into H$^+$ and HSO$_4^-$, with no further dissociation. Let $\phi$ be the solution potential relative to the bulk, in units of $\mathcal RT/F$, where $\mathcal R$ is the gas constant and $T$ the temperature. The unreactive ions carry no steady flux, so they follow Boltzmann profiles. With $y=e^\phi$ and $M=C+2c_b$, their concentrations are $C/y$ and $My$. Neutrality requires $2c+C/y=My$, or

$$
c=\frac12\left(My-\frac Cy\right).
$$

The copper flux towards the disk is $D(\nabla c+2c\nabla\phi)=D\nabla\Psi$, where $d\Psi=dc+2c\,d\phi$. Conservation gives $\nabla^2\Psi=0$. On the disk $c=0$, hence $y=y_s=\sqrt{C/M}$, and $\Psi$ is constant there. The problem for $\Psi$ is the one already solved, with $c_b$ replaced by the difference of $\Psi$ between bulk and disk:

$$
\begin{aligned}
\Delta\Psi&=c_b+\int_{y_s}^{1}\left(M-\frac C{y^2}\right)dy\\
&=c_b+M(1-y_s)+C\left(1-\frac1{y_s}\right)\\
&=c_b+M+C-2\sqrt{MC}
=c_b+(\sqrt M-\sqrt C)^2.
\end{aligned}
$$

The fractional gain from migration is therefore

$$
\frac{(\sqrt{C+2c_b}-\sqrt C)^2}{c_b}\simeq\frac{c_b}{C}\qquad(c_b\ll C). \tag{10}
$$

The current is still proportional to $a$. What changes is its prefactor.

## 7. A copper monitor for dilute plating solution

Take a platinum disk of radius 5.0 µm in glass, monitoring 10 mM Cu$^{2+}$ in 1 M sulfuric acid at 298.15 K. Platinum provides an inert conducting support, which the deposit soon covers. With $D=6.0\times10^{-6}$ cm²/s, equal to $6.0\times10^{-10}$ m²/s, and $c_b=10$ mol/m³,

$$
I=4(2)(9.65\times10^4)(6.0\times10^{-10})(10)(5.0\times10^{-6})\ \mathrm A
=2.32\times10^{-8}\ \mathrm A,
$$

or 23.2 nA. Division by $\pi a^2$ gives a mean density of 29.5 mA/cm²; the centre carries 14.7 mA/cm². Half the current enters outside $r=4.33$ µm.

At fixed $D$ and $c_b$, the formula gives:

- $a=2.5$ µm: 11.6 nA and 59.0 mA/cm²
- $a=5.0$ µm: 23.2 nA and 29.5 mA/cm²
- $a=10.0$ µm: 46.3 nA and 14.7 mA/cm²

To obtain concentration from a background-corrected current, use $c_b=I/(4nFDa)$. A small relative error in $a$ or $D$ passes into $c_b$ with the same size.

**Reading time.** At 10 s the diffusion length $\sqrt{Dt}$ is 77.5 µm. Equation (7) gives an excess of 2.32% over the steady current, and the numerical transient gives 2.31%. Waiting reduces this error but thickens the deposit. At the ideal mean density, copper of molar volume 7.1 cm³/mol grows at 10.8 nm/s and reaches 108 nm in 10 s. Treated as a uniform slab of unchanged radius, that deposit raises the computed steady current by about 4%. Sideways growth over the glass by the same thickness would add about 2% more. Real growth is uneven: the ideal flux at $r=0.99a$ is 3.54 times the mean. The slab result is thus a size estimate, not a correction factor.

**Comparison with a real cell.** The inputs are rough typical values for a dilute acidic copper solution. In a solution with far more copper, $c_b/C$ need not be small, and dilution may be needed before equation (5) applies. The largest departure found here comes from dissolved oxygen. At 0.25 mM, with $D=2.0\times10^{-5}$ cm²/s and four-electron reduction at its own diffusion limit, it would add about 17% of the copper current. The solution should be purged, or the background measured separately.

The other effects are smaller for these settings, with percentages relative to the ideal copper current:

- Migration adds 0.99% in the model of Section 6, which ignores further dissociation of HSO$_4^-$. The extra ions from partial dissociation make the gain in real acid somewhat smaller. In the model, the solution at the disk lies 0.25 mV below the bulk, so its potential relative to the bulk is −0.25 mV.
- A natural-convection layer represented by a flat plane at 200 µm adds 1.12% in the steady state. At 10 s the layer is not yet felt and the transient excess applies. After about a minute the layer value replaces it; the two should not be added.
- Finite glass radius $b=250$ µm adds less than about $a/(\pi b)=0.64\%$ in the steady state. The estimate replaces the half-space beyond $b$ by a full space, lowering the diffusion resistance there from $1/(2\pi Db)$ to $1/(4\pi Db)$, and compares the change with $1/(4Da)$. It ignores the extra resistance of diffusing round the glass edge, so it is too large. At 10 s the diffusion length is still far below $b$, and the effect is practically absent.
- Finite kinetics remove 2.1% at a cathodic overpotential of 0.40 V. This assumes an exchange density of 1.0 mA/cm², a transfer coefficient of 0.5, a rate proportional to surface concentration and a negligible reverse reaction.
- Hydrogen evolution on copper is estimated at about 0.003%, using an exchange density of $10^{-4}$ mA/cm² and an electrode potential of −0.119 V against standard hydrogen. This estimate does not apply to bare platinum before copper covers it.

For this cell, equation (5) is thus a working estimate at the level of several per cent after oxygen has been removed. Greater accuracy requires control of deposit shape, reading time and kinetics, as well as calibration of $a$ and $D$. The remaining values are in the numerical output.

## Computed results

```
TESTS (dimensionless)
grid steady flux factor: 3.992
radius exponent, layer much thicker than disk: 1.008
radius exponent, layer much thinner than disk: 1.969
grid / ideal current, layer 10 radii: 1.0461
image formula, layer 10 radii: 1.0462
early grid / planar current: 1.0167
early reduced time D t/a^2: 1.0e-04
INPUTS (rough typical values)
temperature: 298.15 K; electrons: 2
diffusion coefficient: 6.0e-06 cm2/s
copper concentration: 10.0 mM; acid: 1000 mM
disk radius: 5.0 um; reading time: 10 s
natural layer: 200 um
glass radius: 250 um
cathodic overpotential: 0.40 V
copper exchange density: 1.0 mA/cm2
transfer coefficient: 0.5
copper molar volume: 7.1 cm3/mol
oxygen: 0.25 mM; D: 2.0e-05 cm2/s
copper standard potential: 0.34 V
hydrogen exchange density: 1.0e-04 mA/cm2
IDEAL RESULT
steady current: 23.16 nA = 2.316e-08 A
mean current density: 29.48 mA/cm2
center current density: 14.74 mA/cm2
radius enclosing half the current: 4.33 um
radius 2.5 um: 11.58 nA, 58.97 mA/cm2
radius 5.0 um: 23.16 nA, 29.48 mA/cm2
radius 10.0 um: 46.31 nA, 14.74 mA/cm2
NEGLECTED EFFECTS
diffusion length sqrt(Dt): 77.5 um
transient excess, formula: 2.32 %
transient excess, grid: 2.31 %
migration gain: 0.99 %
solution potential drop: -0.25 mV magnitude
natural-layer gain: 1.12 %
finite-glass gain, estimate: 0.64 %
finite-kinetics loss: 2.1 %
mean copper growth speed: 10.8 nm/s
mean deposit at reading time: 108 nm
uniform-deposit current gain: 4.0 %
ideal growth at 0.99 radius / mean: 3.54
unpurged oxygen / copper current: 16.7 %
potential against standard hydrogen: -0.119 V
hydrogen / copper current: 0.0034 %
```
